# The Surface Phonon Resonance of a Flat Silicon Carbide Crystal: a program that tests the result

```python
"""Surface phonon resonance of a flat silicon carbide surface in vacuum.

Result under test (single surface, no damping, wavenumber k far above k0):
    w_s = sqrt((eps_inf*w_LO**2 + w_TO**2) / (eps_inf + 1))
w_TO, w_LO : transverse and longitudinal optical frequencies, cm-1
eps_inf    : high-frequency relative permittivity
k, k0      : in-plane wavenumber and light wavenumber 2*pi*w, rad/cm
The finite-element checks solve div(eps grad phi) = 0 directly, with
lengths measured in units of 1/k.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

w_TO, w_LO, eps_inf = 793.0, 969.0, 6.7
damping = 5.0            # cm-1, rough typical value
gap_nm = 100.0           # length scale of the near field
softening_rate = 0.02    # cm-1 per K, rough typical value
heating = 200.0          # K
axial_offset = 6.0       # cm-1, rough in-plane minus axial frequency

strength = eps_inf * (w_LO**2 - w_TO**2)


def permittivity(w, gamma=0.0, shift=0.0):
    """Oscillator permittivity; shift lowers both optical frequencies."""
    t, l = w_TO - shift, w_LO - shift
    s = eps_inf * (l**2 - t**2)
    loss = 1j * gamma * w if gamma else 0.0
    return eps_inf + s / (t**2 - w**2 - loss)


def mode_frequency(g, t=w_TO, l=w_LO, e=eps_inf):
    """Frequency at which the undamped permittivity equals -g."""
    return np.sqrt((e * l**2 + g * t**2) / (e + g))


w_s = mode_frequency(1.0)


# Finite elements for the potential phi(z) exp(ikx)
def assemble(nodes, chosen):
    n = len(nodes)
    stiff, mass = np.zeros((n, n)), np.zeros((n, n))
    for e in np.flatnonzero(chosen):
        h = nodes[e + 1] - nodes[e]
        stiff[e:e+2, e:e+2] += np.array([[1, -1], [-1, 1]]) / h
        mass[e:e+2, e:e+2] += np.array([[2, 1], [1, 2]]) * h / 6
    return stiff, mass


def potential_modes(nodes, solid):
    """Eigenfrequencies of the coupled lattice and electrostatic field."""
    K_vac = sum(assemble(nodes, ~solid))[1:-1, 1:-1]
    K_sol = sum(assemble(nodes, solid))[1:-1, 1:-1]
    B = K_vac + eps_inf * K_sol
    vals, vecs = eigh(w_TO**2 * B + strength * K_sol, B)
    freq = np.sqrt(vals)
    keep = (freq > w_TO + 1) & (freq < w_LO - 1)
    return freq[keep], vecs[:, keep], freq.max()


nodes = np.concatenate([np.linspace(-12, 0, 301),
                        np.linspace(0, 12, 201)[1:]])
centres = (nodes[1:] + nodes[:-1]) / 2
surface, _, top = potential_modes(nodes, centres < 0)
assert len(surface) == 1
assert abs(surface[0] - w_s) < 0.01     # mesh error
assert abs(top - w_LO) < 1e-5           # bulk longitudinal wave

# Factorized permittivity, steady rise in the band, and the root
band = np.linspace(w_TO + 0.5, w_LO - 0.5, 400)
factorized = eps_inf * (w_LO**2 - band**2) / (w_TO**2 - band**2)
assert np.allclose(permittivity(band), factorized, rtol=1e-9)
assert np.all(np.diff(permittivity(band)) > 0)
root = brentq(lambda w: permittivity(w) + 1, w_TO + 1, w_LO - 1)
assert abs(root - w_s) < 1e-8

# Two identical surfaces: frequencies and parity of both modes
gap_results = {}
for kd in (1.0, 3.0):
    left = np.linspace(-12 - kd/2, -kd/2, 301)
    middle = np.linspace(-kd/2, kd/2, 81)
    z = np.concatenate([left, middle[1:-1], -left[::-1]])
    zc = (z[1:] + z[:-1]) / 2
    found, shapes, _ = potential_modes(z, np.abs(zc) > kd/2)
    low = mode_frequency(1 / np.tanh(kd/2))
    high = mode_frequency(np.tanh(kd/2))
    assert len(found) == 2
    assert np.allclose(found, [low, high], atol=0.01, rtol=0)
    parity = [v @ v[::-1] / (v @ v) for v in shapes.T]
    assert parity[0] < -0.99 and parity[1] > 0.99
    gap_results[kd] = (low, high)


# Damped reflection of an evanescent field
def reflection(w):
    e = permittivity(w, damping)
    return (e - 1) / (e + 1)


A = 2 * eps_inf * (w_LO**2 - w_TO**2) / (eps_inf + 1)**2
lorentz = ((eps_inf - 1) / (eps_inf + 1)
           + A / (w_s**2 - band**2 - 1j * damping * band))
assert np.allclose(reflection(band), lorentz, rtol=1e-9)


def peak_of(function):
    res = minimize_scalar(lambda w: -function(w), method="bounded",
                          bounds=(w_s - 4, w_s + 4),
                          options={"xatol": 1e-8})
    return res.x


peak = peak_of(lambda w: reflection(w).imag)
damping_shift = -damping**2 / (8 * w_s)
assert abs(peak - w_s - damping_shift) < 2e-5
peak_height = reflection(peak).imag
half = lambda w: reflection(w).imag - peak_height / 2
width = brentq(half, peak, peak + 15) - brentq(half, peak - 15, peak)
assert abs(width - damping) < 0.01

# Retardation at k = 1/d
k = 1 / (gap_nm * 1e-7)


def decay_rates(w, e):
    k0 = 2 * np.pi * w
    return np.sqrt(k**2 - k0**2), np.sqrt(k**2 - e * k0**2)


def matching(w):
    e = permittivity(w)
    outside, inside = decay_rates(w, e)
    return e * outside + inside


def full_reflection(w):
    e = permittivity(w, damping)
    outside, inside = decay_rates(w, e)
    return (e * outside - inside) / (e * outside + inside)


w_ret = brentq(matching, w_TO + 1, w_LO - 1, xtol=1e-10)
k0_s = 2 * np.pi * w_s
ret_shift = (-(w_s**2 - w_TO**2) * (k0_s / k)**2
             / (2 * w_s * (eps_inf + 1)))
assert abs((w_ret - w_s) / ret_shift - 1) < 0.02   # next order in k0/k
e_ret, k0_ret = permittivity(w_ret), 2 * np.pi * w_ret
assert abs(k0_ret**2 * e_ret / (e_ret + 1) / k**2 - 1) < 1e-6
full_peak = peak_of(lambda w: full_reflection(w).imag)
assert abs(full_peak - w_ret) < 0.02               # damping shift remains

# Heating and input sensitivity
softening = softening_rate * heating
heat_factor = (eps_inf * w_LO + w_TO) / ((eps_inf + 1) * w_s)
w_hot = brentq(lambda w: permittivity(w, shift=softening) + 1, 850, 960)
assert abs((w_hot - w_s) + heat_factor * softening) < 0.01
eps_slope = (w_LO**2 - w_s**2) / (2 * w_s * (eps_inf + 1))
numeric_slope = (mode_frequency(1, e=eps_inf + 1e-3)
                 - mode_frequency(1, e=eps_inf - 1e-3)) / 2e-3
assert abs(numeric_slope - eps_slope) < 1e-5

# Uniaxial crystal, optic axis normal to the surface
z_half = np.linspace(0, 12, 301)
S_half, M_half = assemble(z_half, np.ones(300, dtype=bool))
S_half, M_half = S_half[:-1, :-1], M_half[:-1, :-1]
unit = np.zeros(300)
unit[0] = 1.0


def surface_response(e_normal, e_plane):
    matrix = e_normal * S_half + e_plane * M_half
    return 1 / np.linalg.solve(matrix, unit)[0]


vacuum_response = surface_response(1.0, 1.0)
w_uni = brentq(lambda w: permittivity(w)
               * permittivity(w, shift=axial_offset) - 1, 900, 960)
w_uni_fe = brentq(lambda w: vacuum_response + surface_response(
    permittivity(w, shift=axial_offset), permittivity(w)), 900, 960)
assert abs(w_uni - w_uni_fe) < 0.01

energy_meV = const.h * const.c * w_s * 100 / const.e * 1e3

print(f"Transverse optical frequency: {w_TO:.0f} cm-1")
print(f"Longitudinal optical frequency: {w_LO:.0f} cm-1")
print(f"High-frequency permittivity: {eps_inf:.1f} (no unit)")
print(f"w_TO squared: {w_TO**2:.0f} cm-2")
print(f"w_LO squared: {w_LO**2:.0f} cm-2")
print(f"eps_inf * w_LO squared: {eps_inf*w_LO**2:.1f} cm-2")
print(f"Numerator of w_s squared: {eps_inf*w_LO**2+w_TO**2:.1f} cm-2")
print(f"Denominator eps_inf + 1: {eps_inf+1:.1f} (no unit)")
print(f"w_s squared: {w_s**2:.1f} cm-2")
print(f"Surface resonance w_s: {w_s:.2f} cm-1")
print(f"Finite-element surface frequency: {surface[0]:.2f} cm-1")
print(f"Vacuum wavelength at w_s: {1e4/w_s:.2f} um")
print(f"Photon energy at w_s: {energy_meV:.1f} meV")
for w in (900.0, 948.0, 960.0):
    print(f"Permittivity at {w:.0f} cm-1: {permittivity(w):.3f} (no unit)")
print(f"Assumed damping: {damping:.1f} cm-1")
print(f"Damping shift of absorption peak: {peak-w_s:.4f} cm-1")
print(f"Full width of absorption peak: {width:.2f} cm-1")
print(f"Peak value of Im r: {peak_height:.1f} (no unit)")
print(f"Length scale d: {gap_nm:.0f} nm")
print(f"In-plane wavenumber k = 1/d: {k:.3e} rad/cm")
print(f"Light wavenumber k0 at w_s: {k0_s:.0f} rad/cm")
print(f"Ratio k/k0: {k/k0_s:.1f} (no unit)")
print(f"Retardation shift, root finding: {w_ret-w_s:.3f} cm-1")
print(f"Retardation shift, leading formula: {ret_shift:.3f} cm-1")
for kd, (low, high) in gap_results.items():
    print(f"Gap, kd = {kd:.0f}, odd mode: {low:.1f} cm-1")
    print(f"Gap, kd = {kd:.0f}, even mode: {high:.1f} cm-1")
    print(f"Gap, kd = {kd:.0f}, odd shift: {low-w_s:.1f} cm-1")
    print(f"Gap, kd = {kd:.0f}, even shift: {high-w_s:.1f} cm-1")
    print(f"Gap, kd = {kd:.0f}, splitting: {high-low:.1f} cm-1")
print(f"Assumed softening rate: {softening_rate:.2f} cm-1/K")
print(f"Assumed heating: {heating:.0f} K")
print(f"Softening of both optical modes: {softening:.1f} cm-1")
print(f"Heating factor: {heat_factor:.3f} (no unit)")
print(f"Shift of w_s on heating: {w_hot-w_s:.2f} cm-1")
print(f"Assumed axial frequency offset: {axial_offset:.1f} cm-1")
print(f"Uniaxial surface resonance: {w_uni:.2f} cm-1")
print(f"Uniaxial shift: {w_uni-w_s:.2f} cm-1")
print(f"Slope of w_s with eps_inf: {eps_slope:.2f} cm-1 per unit")
print(f"Shift for eps_inf up by 0.1: {0.1*eps_slope:.2f} cm-1")
print("all good")
```

Printed output:

```
Transverse optical frequency: 793 cm-1
Longitudinal optical frequency: 969 cm-1
High-frequency permittivity: 6.7 (no unit)
w_TO squared: 628849 cm-2
w_LO squared: 938961 cm-2
eps_inf * w_LO squared: 6291038.7 cm-2
Numerator of w_s squared: 6919887.7 cm-2
Denominator eps_inf + 1: 7.7 (no unit)
w_s squared: 898686.7 cm-2
Surface resonance w_s: 947.99 cm-1
Finite-element surface frequency: 947.99 cm-1
Vacuum wavelength at w_s: 10.55 um
Photon energy at w_s: 117.5 meV
Permittivity at 900 cm-1: -4.770 (no unit)
Permittivity at 948 cm-1: -1.000 (no unit)
Permittivity at 960 cm-1: -0.397 (no unit)
Assumed damping: 5.0 cm-1
Damping shift of absorption peak: -0.0033 cm-1
Full width of absorption peak: 5.00 cm-1
Peak value of Im r: 14.8 (no unit)
Length scale d: 100 nm
In-plane wavenumber k = 1/d: 1.000e+05 rad/cm
Light wavenumber k0 at w_s: 5956 rad/cm
Ratio k/k0: 16.8 (no unit)
Retardation shift, root finding: -0.066 cm-1
Retardation shift, leading formula: -0.066 cm-1
Gap, kd = 1, odd mode: 929.1 cm-1
Gap, kd = 1, even mode: 958.6 cm-1
Gap, kd = 1, odd shift: -18.9 cm-1
Gap, kd = 1, even shift: 10.6 cm-1
Gap, kd = 1, splitting: 29.5 cm-1
Gap, kd = 3, odd mode: 946.1 cm-1
Gap, kd = 3, even mode: 949.8 cm-1
Gap, kd = 3, odd shift: -1.9 cm-1
Gap, kd = 3, even shift: 1.8 cm-1
Gap, kd = 3, splitting: 3.7 cm-1
Assumed softening rate: 0.02 cm-1/K
Assumed heating: 200 K
Softening of both optical modes: 4.0 cm-1
Heating factor: 0.998 (no unit)
Shift of w_s on heating: -3.99 cm-1
Assumed axial frequency offset: 6.0 cm-1
Uniaxial surface resonance: 944.81 cm-1
Uniaxial shift: -3.18 cm-1
Slope of w_s with eps_inf: 2.76 cm-1 per unit
Shift for eps_inf up by 0.1: 0.28 cm-1
all good
```
